# Kramers-Kronig relations and the f-sum rule for a causal susceptibility: a program that tests the result

```python
"""Kramers-Kronig relations and f-sum rule, tested on the Lorentz oscillator.

Result under test, for a causal susceptibility chi (dimensionless):
  Re chi(w) =  (1/pi) P int Im chi(x)/(x-w) dx   over the real line
  Im chi(w) = -(1/pi) P int Re chi(x)/(x-w) dx
and, when chi -> -wp^2/w^2 at large w,
  int_0^inf w Im chi(w) dw = pi wp^2 / 2.
Symbols: wp plasma, w0 resonance, g damping; all are energies hbar*omega
in eV, and times are t/hbar in 1/eV. n is the electron density.
Convention: chi(w) = int_0^inf chi(t) exp(i w t) dt.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm

pi = np.pi
density = 5.0e28
w0 = 5.0
g = 1.0
wp = const.hbar * np.sqrt(density * const.e**2
                          / (const.epsilon_0 * const.m_e)) / const.e
Omega = np.sqrt(w0**2 - g**2 / 4)
OPTS = dict(limit=1000, epsabs=1e-9, epsrel=1e-9)


def chi(w, damping=g):
    return wp**2 / (w0**2 - w**2 - 1j * damping * w)


def kernel(t):
    return wp**2 * np.exp(-g * t / 2) * np.sin(Omega * t) / Omega


def cquad(f, *nodes):
    """Complex integral over consecutive intervals between the nodes."""
    total = 0j
    for a, b in zip(nodes[:-1], nodes[1:]):
        total += quad(lambda x: np.real(f(x)), a, b, **OPTS)[0]
        total += 1j * quad(lambda x: np.imag(f(x)), a, b, **OPTS)[0]
    return total


def principal_value(f, c, one_sided=False, edge=60.0):
    """P int f(x)/(x-c) dx over the real line or over x > 0."""
    low = 0.0 if one_sided else -edge
    total = quad(f, low, edge, weight='cauchy', wvar=c, **OPTS)[0]
    total += quad(lambda x: f(x) / (x - c), edge, np.inf, **OPTS)[0]
    if not one_sided:
        total += quad(lambda x: f(x) / (x - c), -np.inf, -edge, **OPTS)[0]
    return total


# Time kernel: direct integration of the equation of motion after a short
# field pulse of unit area.
width = 0.002


def motion(t, y):
    pulse = np.exp(-t**2 / (2 * width**2)) / (width * np.sqrt(2 * pi))
    return [y[1], wp**2 * pulse - g * y[1] - w0**2 * y[0]]


during = solve_ivp(motion, (-0.02, 0.02), [0.0, 0.0], rtol=1e-9,
                   atol=1e-11, max_step=0.0005)
times = np.array([0.5, 1.0, 3.0])
after = solve_ivp(motion, (0.02, 3.0), during.y[:, -1], t_eval=times,
                  rtol=1e-9, atol=1e-11)
assert np.max(np.abs(after.y[0] - kernel(times))) < 1e-3 * wp**2 / Omega
# Damping and restoring force alter the slope by about 2.5 % in this time.
early_slope = during.y[1, -1] / wp**2
assert abs(early_slope - 1) < 0.03

# Transform of the kernel, on the real axis and above it.
for z in (4.0, 6.0, 3.0 + 2.0j):
    transform = cquad(lambda t: kernel(t) * np.exp(1j * z * t),
                      0, 5, 10, 20, 40, 80)
    assert abs(transform - chi(z)) < 1e-6 * abs(chi(z))

# Poles, found as roots of the denominator.
poles = np.roots([-1.0, -1j * g, w0**2])
assert np.all(poles.imag < 0)
assert np.allclose(sorted(poles.real), [-Omega, Omega])
assert np.allclose(poles.imag, -g / 2)
for p in poles:
    line = cquad(lambda x: 1 / (x - p), -1e5, -100, p.real, 100, 1e5)
    assert abs(line + 1j * pi) < 1e-3   # finite range leaves 2|p|/1e5

# Indented contour for chi(z)/(z-w).
w, R, delta = 4.0, 100.0, 1e-3


def integrand(z):
    return chi(z) / (z - w)


axis = (cquad(integrand, -R, -w0, 0, w - 0.1, w - delta)
        + cquad(integrand, w + delta, w + 0.1, w0, 10, R))
small = -cquad(lambda a: 1j * delta * np.exp(1j * a)
               * integrand(w + delta * np.exp(1j * a)), 0, pi)
large = cquad(lambda a: 1j * R * np.exp(1j * a)
              * integrand(R * np.exp(1j * a)), 0, pi)
assert abs(axis + small + large) < 1e-5
assert abs(small + 1j * pi * chi(w)) < 2e-3 * abs(pi * chi(w))
assert abs(large) < 0.05

# Kramers-Kronig, full-line and folded forms.
kk = {}
for w in (4.0, 6.0):
    re = principal_value(lambda x: chi(x).imag, w) / pi
    im = -principal_value(lambda x: chi(x).real, w) / pi
    re_fold = 2 / pi * principal_value(
        lambda x: x * chi(x).imag / (x + w), w, one_sided=True)
    im_fold = -2 * w / pi * principal_value(
        lambda x: chi(x).real / (x + w), w, one_sided=True)
    assert abs(re - chi(w).real) < 1e-5 and abs(im - chi(w).imag) < 1e-5
    assert abs(re_fold - re) < 1e-5 and abs(im_fold - im) < 1e-5
    kk[w] = (re, im)
static = 2 / pi * cquad(lambda x: wp**2 * g
                        / ((w0**2 - x**2)**2 + g**2 * x**2),
                        0, w0, 20, np.inf).real
assert abs(static - chi(0.0).real) < 1e-6

# An anticausal response (poles above the axis) gives the wrong sign.
anti_true = chi(4.0, -g).real
anti_kk = principal_value(lambda x: chi(x, -g).imag, 4.0) / pi
assert abs(anti_kk + anti_true) < 1e-5

# Uniform tail and contour for z chi(z).
for angle in (0, pi / 4, pi / 2, 3 * pi / 4, pi):
    z = 300 * np.exp(1j * angle)
    assert abs(-z**2 * chi(z) / wp**2 - 1) < 0.01
R = 1000.0
axis_sum = cquad(lambda x: x * chi(x), -R, -20, -w0, 0, w0, 20, R)
arc_sum = cquad(lambda a: 1j * (R * np.exp(1j * a))**2
                * chi(R * np.exp(1j * a)), 0, pi)
assert abs(axis_sum + arc_sum) < 1e-5
assert abs(arc_sum + 1j * pi * wp**2) < 2e-3 * pi * wp**2


# f-sum rule, recovered density and convergence with cutoff.
def absorption(x):
    return x * chi(x).imag


f_sum = (quad(absorption, 0, w0, **OPTS)[0]
         + quad(absorption, w0, 20, **OPTS)[0]
         + quad(absorption, 20, np.inf, **OPTS)[0])
f_rule = pi * wp**2 / 2
assert abs(f_sum / f_rule - 1) < 1e-7
recovered = (2 * f_sum / pi * (const.e / const.hbar)**2
             * const.epsilon_0 * const.m_e / const.e**2)
assert abs(recovered / density - 1) < 1e-7
cutoffs = (10.0, 20.0, 50.0, 100.0)
missing = [quad(absorption, W, np.inf, **OPTS)[0] / f_rule for W in cutoffs]
assert abs(missing[-1] / (2 * g / (pi * cutoffs[-1])) - 1) < 0.02


# Debye relaxation with unit static value and relaxation energy 1 eV.
def debye(x):
    return 1 / (1 - 1j * x)


debye_kk = principal_value(lambda x: debye(x).imag, 2.0) / pi
assert abs(debye_kk - debye(2.0).real) < 1e-5
debye_sums = [quad(lambda x: x * debye(x).imag, 0, W, **OPTS)[0]
              for W in (100.0, 200.0)]
assert abs(debye_sums[1] - debye_sums[0] - 100) < 0.1

# Quantum anharmonic oscillator H = p^2/2 + x^2/2 + x^4 (hbar = m = 1):
# oscillator strengths and the response to a momentum kick.
size, padded = 80, 90
lower = np.diag(np.sqrt(np.arange(1, padded)), 1)
x_big = (lower + lower.T) / np.sqrt(2)
p2_big = -(lower.T - lower) @ (lower.T - lower) / 2
x2_big = x_big @ x_big
H = (p2_big / 2 + x2_big / 2 + x2_big @ x2_big)[:size, :size]
X = x_big[:size, :size]
levels, states = np.linalg.eigh(H)
gaps = levels - levels[0]
strengths = 2 * gaps * (states.T @ X @ states[:, 0])**2
assert abs(strengths.sum() - 1) < 1e-6
kick = 1e-3
kicked = states.T @ (expm(1j * kick * X) @ states[:, 0])
for t in (0.3, 1.0, 2.5):
    psi = states @ (np.exp(-1j * levels * t) * kicked)
    shift = np.vdot(psi, X @ psi).real / kick
    formula = np.sum(strengths[1:] * np.sin(gaps[1:] * t) / gaps[1:])
    assert abs(shift - formula) < 1e-5

print(f"electron density n = {density:.3e} m^-3")
print(f"plasma energy = {wp:.4f} eV")
print(f"resonance energy = {w0:.1f} eV, damping energy = {g:.1f} eV")
print(f"pole energies = +-{Omega:.4f} {poles[0].imag:+.4f} i eV")
print(f"slope after short pulse / wp^2 = {early_slope:.4f}"
      " (at 0.02 eV^-1)")
for w in (4.0, 6.0):
    print(f"at {w:.1f} eV: closed form Re chi = {chi(w).real:.5f},"
          f" Im chi = {chi(w).imag:.5f}")
    print(f"at {w:.1f} eV: KK integral Re chi = {kk[w][0]:.5f},"
          f" Im chi = {kk[w][1]:.5f}")
print(f"static chi: closed form = {chi(0.0).real:.5f},"
      f" integral = {static:.5f}")
print(f"anticausal, 4.0 eV: true Re chi = {anti_true:.5f},"
      f" KK integral = {anti_kk:.5f}")
print(f"f-sum integral = {f_sum:.4f} eV^2")
print(f"pi wp^2/2 = {f_rule:.4f} eV^2")
print(f"density recovered from absorption = {recovered:.3e} m^-3")
for W, part in zip(cutoffs, missing):
    print(f"cutoff {W:.0f} eV: missing share = {100 * part:.3f} %,"
          f" tail estimate = {100 * 2 * g / (pi * W):.3f} %")
print(f"Debye at 2.0 eV: Re chi = {debye(2.0).real:.5f},"
      f" KK integral = {debye_kk:.5f}")
print(f"Debye f-sum integral to 100 eV = {debye_sums[0]:.2f} eV^2")
print(f"Debye f-sum integral to 200 eV = {debye_sums[1]:.2f} eV^2")
print(f"quantum strengths: f_1 = {strengths[1]:.6f},"
      f" f_3 = {strengths[3]:.6f}")
print(f"quantum sum of strengths = {strengths.sum():.8f}")
print("all tests passed")
```

It prints:

```
electron density n = 5.000e+28 m^-3
plasma energy = 8.3031 eV
resonance energy = 5.0 eV, damping energy = 1.0 eV
pole energies = +-4.9749 -0.5000 i eV
slope after short pulse / wp^2 = 0.9752 (at 0.02 eV^-1)
at 4.0 eV: closed form Re chi = 6.39669, Im chi = 2.84297
at 4.0 eV: KK integral Re chi = 6.39669, Im chi = 2.84297
at 6.0 eV: closed form Re chi = -4.83034, Im chi = 2.63473
at 6.0 eV: KK integral Re chi = -4.83034, Im chi = 2.63473
static chi: closed form = 2.75768, integral = 2.75768
anticausal, 4.0 eV: true Re chi = 6.39669, KK integral = -6.39669
f-sum integral = 108.2940 eV^2
pi wp^2/2 = 108.2940 eV^2
density recovered from absorption = 5.000e+28 m^-3
cutoff 10 eV: missing share = 7.699 %, tail estimate = 6.366 %
cutoff 20 eV: missing share = 3.321 %, tail estimate = 3.183 %
cutoff 50 eV: missing share = 1.282 %, tail estimate = 1.273 %
cutoff 100 eV: missing share = 0.638 %, tail estimate = 0.637 %
Debye at 2.0 eV: Re chi = 0.20000, KK integral = 0.20000
Debye f-sum integral to 100 eV = 98.44 eV^2
Debye f-sum integral to 200 eV = 198.43 eV^2
quantum strengths: f_1 = 0.992759, f_3 = 0.007217
quantum sum of strengths = 1.00000000
all tests passed
```
